# Sharing interatomic force constants among Wigner-Seitz images in phonon interpolation: verification in Python

```python
"""Wigner-Seitz Fourier interpolation of interatomic force constants.

Result under test: force constants folded into a supercell, then shared
equally among the images with the shortest ATOM-PAIR separation, give a
Fourier series that (a) equals the sampled matrix on the q grid, (b) is
Hermitian, and (c) has the full crystal symmetry at every q, if the supercell
lattice itself has that symmetry.

Symbols: C(q) = sum_R Phi(R) exp(i q.R), a 6x6 matrix in N/m for two atoms;
x = fractional wavevector, q.R = 2 pi x.n for the integer cell vector n;
lengths in angstrom; frequency = sqrt(eigenvalue of C / mass) / (2 pi).
Model: diamond structure with central springs k(r) = k1 exp(-(r-r1)/decay).
"""
from collections import Counter
from functools import lru_cache
from itertools import permutations, product
import numpy as np
from scipy.constants import atomic_mass

a = 4.0
lattice = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
inverse_lattice = np.linalg.inv(lattice)
basis = a / 4 * np.array([[0, 0, 0], [1, 1, 1]], float)
r1 = np.linalg.norm(basis[1])
k1, decay, mass_u, cutoff = 100.0, 1.0, 30.0, 15.3
pairs = list(product(range(2), repeat=2))


def direct_model(range_limit):
    """Real-space force constants of the springs, with on-site terms."""
    cells = np.array(list(product(range(-8, 9), repeat=3)))
    model, onsite = {}, np.zeros((2, 3, 3))
    for i, j in pairs:
        d = cells @ lattice + basis[j] - basis[i]
        r = np.linalg.norm(d, axis=1)
        keep = (r > 1e-6) & (r < range_limit)
        u = d[keep] / r[keep, None]
        k = k1 * np.exp(-(r[keep] - r1) / decay)
        phi = -k[:, None, None] * u[:, :, None] * u[:, None, :]
        onsite[i] -= phi.sum(axis=0)
        model[i, j] = (cells[keep], phi)
    for i in range(2):
        cells_i, phi_i = model[i, i]
        model[i, i] = (np.vstack([cells_i, np.zeros((1, 3), int)]),
                       np.concatenate([phi_i, onsite[i][None]]))
    return model


def fourier_sum(model, x):
    c = np.zeros((6, 6), complex)
    for (i, j), (cells, phi) in model.items():
        phase = np.exp(2j * np.pi * (cells @ x))
        c[3*i:3*i+3, 3*j:3*j+3] = np.tensordot(phase, phi, axes=(0, 0))
    return c


def frequencies(model, x):
    """THz; Hermitian part is used; unstable modes are shown as negative."""
    c = fourier_sum(model, x)
    e = np.linalg.eigvalsh((c + c.conj().T) / 2) / (mass_u * atomic_mass)
    return np.sign(e) * np.sqrt(abs(e)) / (2 * np.pi) * 1e-12


@lru_cache(maxsize=None)
def search_shifts(grid):
    """Supercell shifts guaranteed to contain every nearest image."""
    supercell = np.array(grid)[:, None] * lattice
    longest = max(np.linalg.norm(np.array(s) @ supercell) / 2
                  for s in product((-1, 1), repeat=3))
    rows = np.linalg.norm(np.linalg.inv(supercell), axis=0)
    reach = np.floor(2 * longest * rows + 1e-9).astype(int)
    shifts = np.array(list(product(*[range(-m, m + 1) for m in reach])))
    return shifts * np.array(grid), np.linalg.inv(supercell)


def nearest_images(cell, offset, grid):
    shifts, inverse_supercell = search_shifts(grid)
    fraction = (cell @ lattice + offset) @ inverse_supercell
    reduced = cell - np.array(grid) * np.rint(fraction).astype(int)
    images = reduced + shifts
    r = np.linalg.norm(images @ lattice + offset, axis=1)
    return images[r < r.min() + 1e-6]


def interpolate(model, grid, rule="pair"):
    """Sample C on the grid, fold to real space, assign to images.
    pair: equal shares by pair separation; single: one tied image only;
    cell: equal shares by cell vector, ignoring the atomic positions."""
    points = np.array(list(product(*[range(m) for m in grid])))
    xs = points / np.array(grid)
    samples = np.array([fourier_sum(model, x) for x in xs])
    phase = np.exp(-2j * np.pi * (xs @ points.T))
    folded = np.tensordot(phase.T, samples, axes=(1, 0)) / len(points)
    assert abs(folded.imag).max() < 1e-9
    folded = folded.real
    result, multiplicity = {}, {}
    for i, j in pairs:
        offset = np.zeros(3) if rule == "cell" else basis[j] - basis[i]
        cells, phis, counts = [], [], []
        for n, f in zip(points, folded):
            images = nearest_images(n, offset, grid)
            if rule == "single":
                images = images[:1]
            counts.append(len(images))
            for image in images:
                cells.append(image)
                phis.append(f[3*i:3*i+3, 3*j:3*j+3] / len(images))
        result[i, j] = (np.array(cells), np.array(phis))
        multiplicity[i, j] = Counter(counts)
    return result, points, folded, multiplicity


def space_group():
    """Cartesian rotation, atom map, and integer cell shift of each atom."""
    operations = []
    for perm in permutations(range(3)):
        for signs in product((-1, 1), repeat=3):
            s = np.zeros((3, 3))
            s[range(3), perm] = signs
            for f in basis:
                target, shift = [], []
                for t in basis:
                    for j, u in enumerate(basis):
                        n = (s @ t + f - u) @ inverse_lattice
                        if np.allclose(n, np.rint(n), atol=1e-8):
                            target.append(j)
                            shift.append(np.rint(n))
                if sorted(target) == [0, 1]:
                    operations.append((s, target, shift))
                    break
    return operations


operations = space_group()
assert len(operations) == 48
swapping = sum(target == [1, 0] for _, target, _ in operations)


def rotate(s, x):
    return lattice @ s @ inverse_lattice @ x


def covariance_error(model, x):
    c, worst = fourier_sum(model, x), 0.0
    for s, target, shift in operations:
        y = rotate(s, x)
        cr = fourier_sum(model, y)
        for i, j in pairs:
            p, q = target[i], target[j]
            phase = np.exp(2j * np.pi * (y @ (shift[j] - shift[i])))
            expected = phase * s @ c[3*i:3*i+3, 3*j:3*j+3] @ s.T
            worst = max(worst, abs(cr[3*p:3*p+3, 3*q:3*q+3] - expected).max())
    return worst


def star_spread(model, x):
    star = np.array([frequencies(model, rotate(s, x)) for s, _, _ in operations])
    return np.ptp(star, axis=0).max()


def hermiticity_error(model, x):
    c = fourier_sum(model, x)
    return abs(c - c.conj().T).max()


def grid_error(model, reference, grid):
    return max(abs(fourier_sum(model, np.array(p) / np.array(grid))
                   - fourier_sum(reference, np.array(p) / np.array(grid))).max()
               for p in product(*[range(m) for m in grid]))


true_model = direct_model(cutoff)
q_reduced = np.array([0.30, 0.17, 0.08])       # in units of 2 pi / a
x_general = lattice @ q_reduced / a
grid2 = (2, 2, 2)
ws, points, folded, multiplicity = interpolate(true_model, grid2)

# Folding: sampled inverse transform against an explicit sum over images.
folding_error = 0.0
for n, f in zip(points, folded):
    for i, j in pairs:
        cells, phi = true_model[i, j]
        same = np.all((cells - n) % 2 == 0, axis=1)
        difference = f[3*i:3*i+3, 3*j:3*j+3] - phi[same].sum(axis=0)
        folding_error = max(folding_error, abs(difference).max())
assert folding_error < 1e-9

# Image counts against the geometry of the doubled fcc cell.
assert multiplicity[0, 0] == Counter({1: 1, 2: 6, 6: 1})
assert multiplicity[0, 1] == Counter({1: 4, 3: 4})

# The correct rule: grid exactness, Hermiticity, reality, sum rule, symmetry.
assert covariance_error(true_model, x_general) < 1e-9
for grid in (grid2, (3, 3, 3)):
    m = interpolate(true_model, grid)[0]
    assert grid_error(m, true_model, grid) < 1e-9
    assert hermiticity_error(m, x_general) < 1e-9
    assert covariance_error(m, x_general) < 1e-9
    assert np.allclose(fourier_sum(m, -x_general),
                       fourier_sum(m, x_general).conj(), atol=1e-9)
    c0 = fourier_sum(m, np.zeros(3))
    assert abs(c0[:, :3] + c0[:, 3:]).max() < 1e-9

# Error identity: each true force constant replaced by its nearest images.
predicted = np.zeros((6, 6), complex)
for (i, j), (cells, phi) in true_model.items():
    for n, p in zip(cells, phi):
        images = nearest_images(n, basis[j] - basis[i], grid2)
        bracket = (np.exp(2j * np.pi * (images @ x_general)).mean()
                   - np.exp(2j * np.pi * (n @ x_general)))
        predicted[3*i:3*i+3, 3*j:3*j+3] += p * bracket
actual = fourier_sum(ws, x_general) - fourier_sum(true_model, x_general)
assert abs(actual).max() > 1e-3
assert abs(actual - predicted).max() < 1e-9

# Springs to second neighbours: on the boundary for 2, inside for 3.
short_model = direct_model(2.9)
short_errors = {}
for m in (2, 3):
    s = interpolate(short_model, (m,) * 3)[0]
    short_errors[m] = abs(fourier_sum(s, x_general)
                          - fourier_sum(short_model, x_general)).max()
    assert short_errors[m] < 1e-9

# Faulty choices: all exact on their grids, but not symmetric between points.
variants = {"pair rule, 2x2x2": (ws, grid2)}
for label, grid, rule in (("single tied image, 2x2x2", grid2, "single"),
                          ("cell-vector rule, 2x2x2", grid2, "cell"),
                          ("pair rule, 2x2x1", (2, 2, 1), "pair")):
    variants[label] = (interpolate(true_model, grid, rule)[0], grid)
report = {}
for label, (m, grid) in variants.items():
    report[label] = (grid_error(m, true_model, grid),
                     hermiticity_error(m, x_general), star_spread(m, x_general))
    assert report[label][0] < 1e-9
    if label == "pair rule, 2x2x2":
        assert report[label][2] < 1e-9
    else:
        assert report[label][2] > 1e-3
assert report["single tied image, 2x2x2"][1] > 1e-3
assert report["cell-vector rule, 2x2x2"][1] < 1e-9
assert report["pair rule, 2x2x1"][1] < 1e-9

# Interpolation error at fixed random wavevectors for finer grids.
test_xs = np.random.default_rng(7).random((20, 3))
convergence, general = {}, {}
for m in (2, 4, 6):
    model = interpolate(true_model, (m,) * 3)[0]
    convergence[m] = max(abs(frequencies(model, x)
                             - frequencies(true_model, x)).max() for x in test_xs)
    general[m] = frequencies(model, x_general)
assert convergence[2] > convergence[4] > convergence[6]


def row(values):
    return " ".join(f"{v:.4f}" for v in values)


print(f"cubic lattice constant a = {a:.1f} angstrom")
print(f"nearest-neighbour distance r1 = {r1:.4f} angstrom")
print(f"spring constant k1 = {k1:.1f} N/m")
print(f"spring decay length = {decay:.1f} angstrom")
print(f"spring cutoff = {cutoff:.1f} angstrom")
print(f"atomic mass = {mass_u:.1f} u")
print(f"point operations = {len(operations)}, exchanging atoms = {swapping}")
print("2x2x2 grid: images per class -> number of classes")
print("  like atoms:", dict(sorted(multiplicity[0, 0].items())))
print("  unlike atoms:", dict(sorted(multiplicity[0, 1].items())))
for i, j, name in ((0, 0, "like"), (0, 1, "unlike")):
    d = ws[i, j][0] @ lattice + basis[j] - basis[i]
    shells = Counter(np.round(np.linalg.norm(d, axis=1), 4))
    text = ", ".join(f"{r:.4f}: {n}" for r, n in sorted(shells.items()))
    print(f"  {name} atoms, distance (angstrom): images = {text}")
cell = np.array([1, 0, 0])
cells, phi = true_model[0, 0]
true_yy = phi[np.all(cells == cell, axis=1)][0, 1, 1]
folded_yy = folded[np.all(points == cell, axis=1)][0, 1, 1]
cells, phi = ws[0, 0]
shared_yy = phi[np.all(cells == cell, axis=1)][0, 1, 1]
print("like atoms, R = (0, a/2, a/2), yy element:")
print(f"  true = {true_yy:.4f} N/m")
print(f"  folded = {folded_yy:.4f} N/m")
print(f"  assigned to each image = {shared_yy:.4f} N/m")
x_zone = np.array([0.0, 0.5, 0.5])
print("grid point q = (1, 0, 0) 2pi/a, frequencies in THz:")
print("  direct:", row(frequencies(true_model, x_zone)))
print("  2x2x2: ", row(frequencies(ws, x_zone)))
print(f"general q = ({', '.join(f'{v:.2f}' for v in q_reduced)}) 2pi/a, THz:")
print("  direct:", row(frequencies(true_model, x_general)))
for m in general:
    print(f"  {m}x{m}x{m}: ", row(general[m]))
print("largest matrix error on grid (N/m); non-Hermitian part C - C^dagger")
print("at general q (N/m); frequency spread over 48 equivalent q (THz):")
for label, (g, h, s) in report.items():
    print(f"  {label}: {g:.1e}; {h:.3e}; {s:.3e}")
print(f"error identity at general q: largest error element = "
      f"{abs(actual).max():.4f} N/m")
print(f"  mismatch of identity = {abs(actual - predicted).max():.1e} N/m")
for m, e in short_errors.items():
    print(f"second-neighbour springs, {m}x{m}x{m}: off-grid error = {e:.1e} N/m")
print(f"largest frequency error at {len(test_xs)} random wavevectors:")
for m, e in convergence.items():
    print(f"  {m}x{m}x{m}: {e:.5f} THz")
print("success")
```

Output:

```
cubic lattice constant a = 4.0 angstrom
nearest-neighbour distance r1 = 1.7321 angstrom
spring constant k1 = 100.0 N/m
spring decay length = 1.0 angstrom
spring cutoff = 15.3 angstrom
atomic mass = 30.0 u
point operations = 48, exchanging atoms = 24
2x2x2 grid: images per class -> number of classes
  like atoms: {1: 1, 2: 6, 6: 1}
  unlike atoms: {1: 4, 3: 4}
  like atoms, distance (angstrom): images = 0.0000: 1, 2.8284: 12, 4.0000: 6
  unlike atoms, distance (angstrom): images = 1.7321: 4, 3.3166: 12
like atoms, R = (0, a/2, a/2), yy element:
  true = -16.7040 N/m
  folded = -39.5120 N/m
  assigned to each image = -19.7560 N/m
grid point q = (1, 0, 0) 2pi/a, frequencies in THz:
  direct: 14.0825 14.0825 17.4661 17.4661 17.5076 17.5076
  2x2x2:  14.0825 14.0825 17.4661 17.4661 17.5076 17.5076
general q = (0.30, 0.17, 0.08) 2pi/a, THz:
  direct: 8.8609 9.0949 14.1568 17.0498 17.0950 17.2062
  2x2x2:  7.6296 8.2455 10.1687 17.1268 17.1804 17.4678
  4x4x4:  8.8259 9.1657 13.8072 17.0560 17.0850 17.2015
  6x6x6:  8.8661 9.1008 14.1607 17.0500 17.0948 17.2067
largest matrix error on grid (N/m); non-Hermitian part C - C^dagger
at general q (N/m); frequency spread over 48 equivalent q (THz):
  pair rule, 2x2x2: 2.3e-13; 2.050e-13; 2.753e-14
  single tied image, 2x2x2: 2.3e-13; 1.104e+02; 1.841e+00
  cell-vector rule, 2x2x2: 2.3e-13; 1.137e-13; 1.333e+00
  pair rule, 2x2x1: 1.1e-13; 2.620e-13; 3.116e+00
error identity at general q: largest error element = 87.6548 N/m
  mismatch of identity = 5.3e-13 N/m
second-neighbour springs, 2x2x2: off-grid error = 5.7e-14 N/m
second-neighbour springs, 3x3x3: off-grid error = 3.7e-13 N/m
largest frequency error at 20 random wavevectors:
  2x2x2: 4.50677 THz
  4x4x4: 0.34784 THz
  6x6x6: 0.02094 THz
success
```
